# Subband openings and Fermi-energy cusps in a hard-wall metal film

## Problem

A very thin metal gate confines its electrons across its thickness, so its Fermi energy depends on that thickness. Model the film as non-interacting electrons of isotropic mass \(m\), with two spin states, between impenetrable walls a distance \(L\) apart. The film is infinite in its plane and at zero temperature. Its density \(n\), the number of electrons per area divided by \(L\), is held fixed as \(L\) varies. Energies are measured from the bottom of the well. The bulk metal of the same density has

\[
k_b=(3\pi^2n)^{1/3},\qquad \lambda_b=\frac{2\pi}{k_b},\qquad E_b=\frac{\hbar^2k_b^2}{2m}.
\]

(a) Find the thickness at which subband \(M+1\) starts to fill, and show that for the second subband it is \(0.825\,\lambda_b\).

(b) Show that the Fermi energy \(E_F(L)\) has an upward-pointing cusp at each opening.

(c) Show that the distance between successive cusps approaches \(\lambda_b/2\), and decide from which side.

(d) Repeat (a) and (c) for hard walls set outside the neutralising background by the amount that removes the leading \(1/L\) shift of \(E_F\).

(e) Evaluate the model for a 2.0 nm film with \(n=5\times10^{22}\ \mathrm{cm^{-3}}\) and the free-electron mass, and judge whether its cusps would survive in a real gate.

## Solution

### (a) The openings

The wave function vanishes at both walls, so it varies as \(\sin(\pi jz/L)\) with \(j=1,2,\dots\); \(j=0\) would give zero everywhere. Subband \(j\) starts at the energy \(\hbar^2(\pi j/L)^2/2m\).

Let \(k_F\) be defined by \(E_F=\hbar^2k_F^2/2m\). In subband \(j\) the occupied in-plane wavevectors fill a disc of squared radius \(k_F^2-(\pi j/L)^2\). The density of in-plane states is \(1/(4\pi^2)\) per spin, so the subband holds

\[
2\,\frac{\pi\left[k_F^2-(\pi j/L)^2\right]}{4\pi^2}=\frac{k_F^2-(\pi j/L)^2}{2\pi}
\]

electrons per area. Summing over \(M\) filled subbands and setting the total equal to \(nL\) gives

\[
2\pi nL=Mk_F^2-\frac{\pi^2}{L^2}S_M,\qquad S_M=\sum_{j=1}^{M}j^2=\frac{M(M+1)(2M+1)}{6}. \tag{1}
\]

Use the dimensionless variables \(s=L/(\lambda_b/2)=k_bL/\pi\) and \(q=k_FL/\pi\). Multiply (1) by \(L^2/\pi^2\). The left side becomes

\[
\frac{2nL^3}{\pi}=\frac{2}{\pi}\,\frac{k_b^3}{3\pi^2}\,\frac{\pi^3s^3}{k_b^3}=\frac{2s^3}{3},
\]

so that

\[
\frac{2s^3}{3}=Mq^2-S_M. \tag{2}
\]

The right side is the sum of \(q^2-j^2\) over all \(j<q\), which is continuous and strictly increasing in \(q\) for \(q>1\). Hence \(q\) grows steadily with \(s\). Each subband opens once, in order, and never empties again as the film thickens.

Subband \(M+1\) opens when \(q=M+1\). Then

\[
Mq^2-S_M=M(M+1)\,\frac{6(M+1)-(2M+1)}{6}=\frac{M(M+1)(4M+5)}{6},
\]

and (2) gives

\[
s_M=\left[\frac{M(M+1)(4M+5)}{4}\right]^{1/3}. \tag{3}
\]

For \(M=1\), \(s_1=(9/2)^{1/3}=1.651\), and

\[
L_1=\tfrac12(9/2)^{1/3}\lambda_b=0.825\,\lambda_b .
\]

The naive guess is one full wavelength, where the second standing wave has \(k_z=k_b\). The opening comes earlier because confinement raises \(k_F\) above \(k_b\): at the opening \(E_F/E_b=(2/s_1)^2=1.468\).

The result can be checked by filling individual orbitals. In a periodic square of side \(600/k_b\), the second subband holds no electrons when \(L\) is 0.5% below \(L_1\), and 464 when \(L\) is 0.5% above it.

### (b) The cusps

Solve (1) for \(k_F^2\) and differentiate at fixed \(n\) and \(M\):

\[
k_F^2=\frac{1}{M}\left(2\pi nL+\frac{\pi^2S_M}{L^2}\right),\qquad
\frac{dk_F^2}{dL}=\frac1M\left(2\pi n-\frac{2\pi^2S_M}{L^3}\right). \tag{4}
\]

At the opening of subband \(M+1\), (1) with \(k_F=\pi(M+1)/L\) gives \(2\pi n=(\pi^2/L^3)[M(M+1)^2-S_M]\). Just before the opening, \(M\) subbands are filled, and

\[
\left.\frac{dk_F^2}{dL}\right|_-=\frac{\pi^2}{ML^3}\left[M(M+1)^2-3S_M\right].
\]

Since \(3S_M=M(M+1)(2M+1)/2\), the bracket equals \(M(M+1)/2\), so

\[
\left.\frac{dk_F^2}{dL}\right|_-=\frac{\pi^2(M+1)}{2L^3}>0 .
\]

Just after the opening, \(M\) is replaced by \(M+1\) in (4), with \(S_{M+1}=S_M+(M+1)^2\):

\[
\left.\frac{dk_F^2}{dL}\right|_+=\frac{\pi^2}{(M+1)L^3}\left[\frac{M(M+1)}{2}-2(M+1)^2\right]=-\frac{\pi^2(3M+4)}{2L^3}<0 .
\]

The Fermi energy itself is continuous, because the new subband opens empty. Its slope jumps from positive to negative, so each opening is a local maximum with a kink.

Between openings the second derivative, \(6\pi^2S_M/(ML^4)\), is positive, so there is one minimum. Setting (4) to zero gives \(2\pi nL^3=2\pi^2S_M\), or \(s^3=3S_M\). There

\[
\frac{E_F}{E_b}=\frac1M\left(\frac{2s}{3}+\frac{S_M}{s^2}\right)=\frac1M\left(\frac{2s}{3}+\frac{s}{3}\right)=\frac sM .
\]

The two slopes have a simple origin. Adding thickness at fixed \(n\) adds electrons, which raises \(E_F\), but it also lowers every subband. Just before an opening the first effect wins. Just after it, the downward motion of the new subband reverses the slope. If the edge of that subband were held still, \(E_F\) would go on rising, with its slope reduced only by the factor \(M/(M+1)\) because the added electrons are shared among \(M+1\) subbands.

### (c) The spacing

Put \(a=M+\tfrac34\). Expanding both cubes gives

\[
a^3=M^3+\tfrac94M^2+\tfrac{27}{16}M+\tfrac{27}{64},\qquad s_M^3=M^3+\tfrac94M^2+\tfrac54M .
\]

Their difference is \(\tfrac{7}{16}M+\tfrac{27}{64}\). With \(a^3-s_M^3=(a-s_M)(a^2+as_M+s_M^2)\), the deficit \(d_M=a-s_M\) is

\[
d_M=\frac{\tfrac7{16}\left(M+\tfrac{27}{28}\right)}{a^2+as_M+s_M^2}>0 . \tag{5}
\]

Both \(a\) and \(s_M\) exceed \(M\), so the denominator exceeds \(3M^2\) and \(d_M\to0\). The spacing in half wavelengths is therefore

\[
s_{M+1}-s_M=1+d_M-d_{M+1}\longrightarrow1 .
\]

To find the side of approach, compare the growth of numerator and denominator in (5) when \(M\) rises by one.

- The numerator grows by the factor \(1+1/(M+\tfrac{27}{28})<1+1/M\).
- The term \(a^2\) grows by more than \(1+2/(M+\tfrac34)\), which exceeds \(1+1/M\) for \(M\ge1\).
- The term \(s_M^2\) grows by more than \((1+2/M)^{2/3}\), because \(s_{M+1}^3/s_M^3=\frac{(M+2)(4M+9)}{M(4M+5)}>1+2/M\). This also exceeds \(1+1/M\), since \((1+2/M)^2-(1+1/M)^3=1/M+1/M^2-1/M^3>0\).
- The growth factor of \(as_M\) is the geometric mean of the previous two.

The denominator thus grows faster, \(d_M\) falls with \(M\), and every spacing is larger than \(\lambda_b/2\). For large \(M\), (5) gives \(d_M\simeq7/(48M)\), so the excess is approximately

\[
\frac{7}{48M(M+1)}\ \text{half wavelengths}.
\]

The first spacings are \(0.5203\), \(0.5084\) and \(0.5046\,\lambda_b\). At \(M=40\) the excess over \(\lambda_b/2\) is \(4.33\times10^{-5}\lambda_b\); the leading law gives \(4.45\times10^{-5}\lambda_b\), which is 2.6% too high.

### (d) Walls outside the background

The hard wall forces the density to zero at the surface, which squeezes the electrons inwards. To find the resulting shift of \(E_F\), write \(M=q-\theta\) with \(0\le\theta\le1\) and expand for large \(q\):

\[
Mq^2-S_M=(q-\theta)q^2-\frac{M^3}{3}-\frac{M^2}{2}-\frac M6
=\frac{2q^3}{3}-\frac{q^2}{2}+O(q). \tag{6}
\]

The terms in \(\theta q^2\) cancel. Inserting \(q=s(1+\varepsilon)\) in (2) gives \(2s^3\varepsilon=s^2/2\), so \(\varepsilon=1/(4s)\) and

\[
\frac{E_F}{E_b}\simeq1+\frac{1}{2s}. \tag{7}
\]

Now let the background have thickness \(D=L-\delta\), so that the film holds \(nD\) electrons per area. With \(\sigma=\delta/(\lambda_b/2)\), the left side of (2) becomes \(\tfrac23s^2(s-\sigma)\). Requiring \(k_F=k_b\), that is \(q=s\), to this order gives \(\tfrac23\sigma=\tfrac12\). Hence \(\sigma=\tfrac34\), and the total displacement is \(\delta=\tfrac38\lambda_b\), shared between the two walls.

The opening condition is now

\[
s^2\left(s-\tfrac34\right)=\frac{M(M+1)(4M+5)}{4}.
\]

For \(M=1\) the root corresponds to \(D=0.596\,\lambda_b\). The value 0.825 therefore belongs to the convention that \(L\) is both the wall distance and the thickness that defines the density.

The limit of the spacing does not depend on this choice. The left side is \((s-\tfrac14)^3-\tfrac3{16}s+\tfrac1{64}\) and the right side, by (c), is \((M+\tfrac34)^3-\tfrac7{16}M-\tfrac{27}{64}\). Put \(s=M+1-\eta\). To leading order for large \(M\), \(3M^2\eta=(\tfrac7{16}-\tfrac3{16})M\), so \(\eta\simeq1/(12M)\). The late spacing is therefore about \(1+1/[12M(M+1)]\) half wavelengths, and it again tends to \(\lambda_b/2\) from above.

### (e) A 2.0 nm gate film

The density and thickness are rough values in the regime of a titanium nitride gate. They give \(\lambda_b=0.551\) nm and \(E_b=4.95\) eV. The second subband would open at \(0.825\times0.551=0.455\) nm, and the late cusp spacing is 0.276 nm.

At 2.0 nm, \(L/\lambda_b=3.628\) and \(s=7.256\). This lies between the openings of subbands 7 and 8, at \(3.364\) and \(3.865\,\lambda_b\), so seven subbands are filled. With \(S_7=140\),

\[
\frac{E_F}{E_b}=\frac17\left(\frac{2\times7.256}{3}+\frac{140}{7.256^2}\right)=1.071,\qquad E_F=5.30\ \mathrm{eV}.
\]

From the cusp at 1.85 nm, \(E_F\) falls by 63 meV to a minimum at 2.06 nm, then rises by only 5.3 meV to the cusp at 2.13 nm. The asymmetry reflects the smooth decline (7), on which the cusps sit: by (b), the slopes of \(E_F/E_b\) with respect to \(s\) at a late cusp are about \(+1/(2s^2)\) before it and \(-3/(2s^2)\) after it. The decline (7) contributes \(-1/(2s^2)\) to both, and what remains, \(\pm1/s^2\), is symmetric. A thickness step of roughly 0.2 nm, from 2.0 to 2.2 nm, changes \(E_F\) by \(-27\) meV.

Three neglected effects can be compared with these features:

- **Temperature.** At 300 K and fixed thickness, the chemical potential at the 2.13 nm cusp is 2.4 meV lower than at zero temperature, nearly half of the 5.3 meV rise. The kink is rounded, but a local maximum remains nearby, with a rise of about 3.5 meV.
- **Finite barriers.** Let the barrier on each side stand 2.5 eV above the bulk Fermi level, a rough value for an oxide, with the background filling the well. The wave functions then leak out and the levels drop. The first opening moves to \(0.620\,\lambda_b\), or 0.342 nm, and \(E_F\) at 2.0 nm falls to 5.04 eV. The cusps remain, now near 2.0 and 2.3 nm, and the rises before them grow to about 15 and 12 meV.
- **Scattering.** A rough resistivity \(\rho=100\ \mu\Omega\,\mathrm{cm}\) and \(\tau=m/(ne^2\rho)\) give \(\hbar/\tau=0.93\) eV, against a gap of 1.41 eV between subbands 7 and 8. The mean free path, 0.94 nm, is shorter than the film is thick.

Scattering is the most serious of these for the cusps. Subbands broadened by an energy comparable to their separation have no sharp openings, so the model gives no ground for expecting resolved cusps in such a film. For many filled subbands the separation near the Fermi level is about \(\pi\hbar v_F/L\), with \(v_F=\hbar k_F/m\), so \(\hbar/\tau\) is small beside it only if the mean free path \(v_F\tau\) is well above \(L/\pi\). Keeping a local maximum takes more than merely exceeding \(L/\pi=0.64\) nm. If each subband edge is given a Lorentzian broadening of full width \(\hbar/\tau\), the maximum near 2.13 nm is lost once the width passes about 0.14 eV, a mean free path of about 6 nm or \(3L\). A Gaussian broadening tolerates about 0.4 eV. At 0.93 eV neither leaves a maximum. The thickness must also be uniform to much better than the cusp spacing \(\lambda_b/2\).

Titanium nitride also has d bands, a crystal lattice and a self-consistent surface charge, all absent here, and a real gate may have another metal on one side instead of a barrier. Nor is a change in \(E_F\) measured from the well bottom by itself a change in work function. The two are equal and opposite only if the vacuum level stays fixed relative to the well bottom, whereas the surface dipole may also change with thickness. The 27 meV step also depends on where the walls are put: the smooth decline (7) alone gives \(-31\) meV, and with the displaced walls of (d) the same change in background thickness gives \(-14\) meV. It is thus only a rough scale for confinement in this model, not a prediction of threshold-voltage variability. The remaining values are in the numerical output.

## Calculated quantities

```
Second-subband opening: 0.82548 lambda_b
Electrons in subband 2, L 0.5% below: 0
Electrons in subband 2, L 0.5% above: 464
E_F at first cusp: 1.4675 E_b
Opening subband, L/lambda_b, L (nm), spacing to next/lambda_b:
  2  0.8255  0.4551  0.52032
  3  1.3458  0.7419  0.50841
  4  1.8542  1.0222  0.50463
  5  2.3588  1.3004  0.50294
  6  2.8618  1.5777  0.50203
  7  3.3638  1.8545  0.50149
  8  3.8653  2.1309  0.50114
  9  4.3664  2.4072  0.50090
Spacing, subbands 41 to 42: 0.5000433 lambda_b
Its excess over half: 4.3316e-05 lambda_b
Leading-order excess: 4.4461e-05 lambda_b
Next-order excess: 4.3308e-05 lambda_b
Example density: 5.00e+22 cm^-3
Bulk Fermi wavelength: 0.5513 nm
Half bulk Fermi wavelength: 0.2756 nm
Bulk Fermi energy: 4.9490 eV
Film thickness: 2.00 nm
Film thickness: 3.6278 lambda_b
Filled subbands: 7
Film Fermi energy: 5.3000 eV
Gap, top filled to next subband: 1.410 eV
Cusp before film: 1.8545 nm
Trough near film: 2.0643 nm
Cusp after film: 2.1309 nm
Fall, earlier cusp to trough: 63.19 meV
Rise, trough to later cusp: 5.29 meV
Assumed thickness step: 0.20 nm
E_F change for added step: -27.24 meV
Temperature: 300 K
Thermal energy: 25.85 meV
Thermal shift at later cusp: -2.39 meV
Barrier above bulk Fermi level: 2.50 eV
Finite-barrier first opening: 0.6204 lambda_b
Finite-barrier first opening: 0.3420 nm
Finite-barrier film Fermi energy: 5.0407 eV
Total wall displacement: 0.3750 lambda_b
Displaced-wall first opening: 0.5963 lambda_b
Displaced-wall late spacing: 0.500025 lambda_b
Assumed resistivity: 100 microohm cm
Scattering width hbar/tau: 0.927 eV
Mean free path: 0.936 nm
```
